# C8 and C10 of two hydrogen atoms from dynamic multipole polarizabilities

## Problem

Two hydrogen atoms in their ground states are a large distance $R$ apart. Their interaction energy is written

$$E(R)=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\frac{C_{10}}{R^{10}}-\dots$$

Find $C_8$ and $C_{10}$ from the dynamic multipole polarizabilities $\alpha_l(i\omega)$, and check that the static quadrupole and octupole values are 15 and 131.25.

Atomic units are used. The nuclei are fixed, the Hamiltonian is nonrelativistic, and exchange, charge overlap and retardation are neglected. The polarizability $\alpha_l$ is defined by the energy shift $-\tfrac12\alpha_lF^2$ under the perturbation $F\,r^lP_l(\cos\theta)$. Other conventions change its value.

## A tempting solution

The leading coefficient couples a dipole on one atom to a dipole on the other:

$$C_6=\frac3\pi\int_0^\infty\alpha_1(i\omega)^2\,d\omega .$$

It seems natural that the next coefficient couples quadrupole to quadrupole, and the one after that octupole to octupole. The quadrupole–quadrupole interaction has the prefactor $35/\pi$ (derived below), so one writes

$$C_8\overset{?}{=}\frac{35}\pi\int_0^\infty\alpha_2(i\omega)^2\,d\omega=1135.2 .$$

The static check $\alpha_2(0)=15$ succeeds and raises no alarm.

## Where it fails

The integral is correct, but it belongs to another power of $R$. A $2^{l_1}$-pole and a $2^{l_2}$-pole interact as $R^{-(l_1+l_2+1)}$. The dispersion energy is quadratic in the interaction, so this pair contributes at

$$R^{-2(l_1+l_2+1)} .$$

For $l_1=l_2=2$ this is $R^{-10}$. Dimensions say the same: $\alpha_l$ as defined is length$^{\,2l}$/energy, and multiplied by $e^2/4\pi\epsilon_0$ (energy times length, equal to 1 in atomic units) it has the dimension length$^{\,2l+1}$, so $\int\alpha_2^2\,d\omega$ is an energy times length$^{10}$.

The power $R^{-8}$ needs $l_1+l_2=3$, a dipole on one atom and a quadrupole on the other. The power $R^{-10}$ needs $l_1+l_2=4$: dipole with octupole, and quadrupole with quadrupole. The dipole polarizability is therefore indispensable, and the number 1135.2 is one part of $C_{10}$.

## The interaction and its weights

Put nucleus A at the origin and nucleus B at $R\hat z$. Let $\mathbf r_1$ be the position of A's electron from A, and $\mathbf r_2$ that of B's electron from B. Then

$$V=\frac1R+\frac1{|R\hat z+\mathbf r_2-\mathbf r_1|}-\frac1{|R\hat z+\mathbf r_2|}-\frac1{|R\hat z-\mathbf r_1|}.$$

With $\mathbf d=\mathbf r_1-\mathbf r_2$ and $|\mathbf d|<R$, the electron repulsion is

$$\frac1{|R\hat z-\mathbf d|}=\sum_L\frac{|\mathbf d|^LP_L(\cos\theta_d)}{R^{L+1}} .$$

Split each numerator into parts $T_{l_1l_2}$ of degree $l_1$ in $\mathbf r_1$ and $l_2$ in $\mathbf r_2$, with $l_1+l_2=L$. The parts with $l_2=0$ are what remains at $\mathbf r_2=0$, and the last term of $V$ cancels them for $L\ge1$. The third term likewise cancels those with $l_1=0$. These cancellations expand the two electron–nucleus terms as well, which requires $r_1<R$ and $r_2<R$. The $L=0$ terms sum to $(1+1-1-1)/R=0$. Hence, when $r_1$, $r_2$ and $|\mathbf d|$ are all smaller than $R$ and the terms are summed in order of $L$,

$$V=\sum_{l_1,l_2\ge1}\frac{T_{l_1l_2}}{R^{l_1+l_2+1}} .$$

To find the strength of each part, use

$$r^LP_L(\cos\theta)=\int_0^{2\pi}\frac{d\varphi}{2\pi}\,(\mathbf k\cdot\mathbf r)^L,\qquad \mathbf k=(i\cos\varphi,\,i\sin\varphi,\,1).$$

This holds because $\mathbf k\cdot\mathbf k=0$ makes $(\mathbf k\cdot\mathbf r)^L$ harmonic, the integral is symmetric about $z$, and on the $z$ axis both sides equal $z^L$. The binomial theorem gives

$$T_{l_1l_2}=(-1)^{l_2}\frac{L!}{l_1!\,l_2!}\int_0^{2\pi}\frac{d\varphi}{2\pi}(\mathbf k\cdot\mathbf r_1)^{l_1}(\mathbf k\cdot\mathbf r_2)^{l_2}.$$

Let $\tau=T_{l_1l_2}/(r_1^{l_1}r_2^{l_2})$ be the angular factor. Averaging $\tau^2$ over both directions requires the average of $(\mathbf k\cdot\mathbf n)^l(\mathbf k'\cdot\mathbf n)^l$ over a unit vector $\mathbf n$. It is a rotation-invariant polynomial in $\mathbf k$ and $\mathbf k'$, and $\mathbf k\cdot\mathbf k=\mathbf k'\cdot\mathbf k'=0$, so it must be $c_l(\mathbf k\cdot\mathbf k')^l$. The choice $\mathbf k=(1,i,0)$, $\mathbf k'=(1,-i,0)$ fixes the constant:

$$2^lc_l=\tfrac12\int_0^\pi\sin^{2l+1}\theta\,d\theta=\frac{(2^ll!)^2}{(2l+1)!},\qquad c_l=\frac{2^l(l!)^2}{(2l+1)!}.$$

For the vectors in $T$, $\mathbf k\cdot\mathbf k'=1-\cos(\varphi-\varphi')=2\sin^2\frac{\varphi-\varphi'}2$. The mean of $\sin^{2L}$ over a period is $(2L)!/(4^LL!^2)$, so the mean of $(\mathbf k\cdot\mathbf k')^L$ is $(2L)!/(2^LL!^2)$. Therefore

$$\langle\tau^2\rangle=\left(\frac{L!}{l_1!l_2!}\right)^2\frac{2^L(l_1!l_2!)^2}{(2l_1+1)!(2l_2+1)!}\,\frac{(2L)!}{2^LL!^2}=\frac{W}{(2l_1+1)(2l_2+1)},$$

$$W(l_1,l_2)=\frac{(2l_1+2l_2)!}{(2l_1)!\,(2l_2)!}.$$

The needed values are $W(1,1)=6$, $W(1,2)=15$, $W(1,3)=28$ and $W(2,2)=70$.

## The second-order energy

The first-order energy vanishes, because each $T_{l_1l_2}$ averages to zero over a spherical atom. In second order, $T_{l_1l_2}$ excites atom A to angular momentum $l_1$ and atom B to $l_2$. Different pairs $(l_1,l_2)$ lead to different intermediate states, so they do not interfere.

Let $\rho_i$ be the radial matrix element of $r^l$ between the ground state and level $i$. Summing the squared matrix elements over the magnetic quantum numbers of both atoms gives $\rho_i^2\rho_j^2\langle\tau^2\rangle$, since the spherical harmonics of degrees $l_1$ and $l_2$ span all of $\tau$. Define the strength

$$S_i=|\langle0|r^lP_l|i\rangle|^2=\frac{\rho_i^2}{2l+1},$$

where $\langle P_l^2\rangle=1/(2l+1)$ was used. The sum becomes $W S_iS_j$. With excitation energies $\varepsilon$, the pair contributes

$$C(l_1,l_2)=W(l_1,l_2)\sum_{ij}\frac{S_iS_j}{\varepsilon_i+\varepsilon_j}$$

to the coefficient of $-R^{-2(l_1+l_2+1)}$. The sums include the continuum.

To introduce polarizabilities, note that a static perturbation shifts the energy by $-F^2\sum_iS_i/\varepsilon_i$, so $\alpha_l(0)=2\sum_iS_i/\varepsilon_i$. At frequency $\nu$, each $2/\varepsilon_i$ becomes $1/(\varepsilon_i-\nu)+1/(\varepsilon_i+\nu)$. Setting $\nu=i\omega$ gives

$$\alpha_l(i\omega)=\sum_i\frac{2\varepsilon_iS_i}{\varepsilon_i^2+\omega^2}.$$

Partial fractions, for positive $a\ne b$, give

$$\int_0^\infty\frac{ab\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{ab}{b^2-a^2}\,\frac\pi2\left(\frac1a-\frac1b\right)=\frac\pi2\,\frac1{a+b},$$

and continuity covers $a=b$. Hence $\int_0^\infty\alpha_{l_1}\alpha_{l_2}\,d\omega=2\pi\sum_{ij}S_iS_j/(\varepsilon_i+\varepsilon_j)$, and

$$C(l_1,l_2)=\frac{W(l_1,l_2)}{2\pi}\int_0^\infty\alpha_{l_1}(i\omega)\alpha_{l_2}(i\omega)\,d\omega .$$

Unequal multipoles count twice, since either atom can carry the higher one:

$$C_8=\frac{15}\pi\int_0^\infty\alpha_1\alpha_2\,d\omega,\qquad C_{10}=\frac{28}\pi\int_0^\infty\alpha_1\alpha_3\,d\omega+\frac{35}\pi\int_0^\infty\alpha_2^2\,d\omega .$$

Higher orders do not alter these coefficients. In third order each atom must return to its spherical state, so the total degree in $\mathbf r_1$ must be even, and likewise in $\mathbf r_2$. Three dipole–dipole factors have degree 3 in each and vanish. The next even total is $\sum L=8$, which gives $R^{-(8+3)}=R^{-11}$. Fourth order contains four factors of at least $R^{-3}$ and starts no earlier than $R^{-12}$.

## Static polarizabilities

Write radial functions as $u=r\times$(radial wavefunction), so that $u_0=2re^{-r}$. The radial Hamiltonian measured from the ground energy $-\tfrac12$ is

$$h=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r+\frac12 ,$$

and the static polarizability is $\alpha_l(0)=\frac2{2l+1}\langle r^lu_0|h^{-1}|r^lu_0\rangle$.

Let $u=qp$ with $q=r^{l+1}e^{-r}$. Since $q'/q=(l+1)/r-1$ and $q''/q=l(l+1)/r^2-2(l+1)/r+1$, the centrifugal terms and the constants cancel:

$$hu=q\left[-\frac12p''-\left(\frac{l+1}r-1\right)p'+\frac lr\,p\right].$$

Try $p=2\left(\frac1l+\frac r{l+1}\right)$. The bracket is

$$2\left[-\frac1r+\frac1{l+1}+\frac1r+\frac l{l+1}\right]=2,$$

so $hu=2q=r^lu_0$, as required. The solution is $u=\left(\frac{r^l}l+\frac{r^{l+1}}{l+1}\right)u_0$, and

$$\alpha_l(0)=\frac2{2l+1}\left[\frac{\langle r^{2l}\rangle}l+\frac{\langle r^{2l+1}\rangle}{l+1}\right],\qquad\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}}.$$

The three values are

$$\alpha_1(0)=\tfrac23\left(3+\tfrac{7.5}2\right)=4.5,$$

$$\alpha_2(0)=\tfrac25\left(\tfrac{22.5}2+\tfrac{78.75}3\right)=15,$$

$$\alpha_3(0)=\tfrac27\left(\tfrac{315}3+\tfrac{1417.5}4\right)=131.25 .$$

## Dynamic response as a small matrix

The static values do not determine the frequency integrals. For those, expand in the functions

$$\phi_k\propto r^{l+1}e^{-r}L_k^{(a)}(x),\qquad x=2r,\quad a=2l+2 .$$

They are orthogonal because $\int_0^\infty x^ae^{-x}L_j^{(a)}L_k^{(a)}dx=g_k\delta_{jk}$, with $g_k=(k+a)!/k!$. The source $r^lu_0=2r^{l+1}e^{-r}$ is proportional to $\phi_0$.

Insert $p=L_k^{(a)}(2r)$ in the bracket for $hu$. Each $r$-derivative brings a factor 2, and $(l+1)/r=a/x$, so the bracket is

$$-\frac2x\left[xL_k''+(a-x)L_k'-lL_k\right]=\frac2x\left[(k+l)L_k+L_k'\right],$$

by Laguerre's equation $xL_k''+(a+1-x)L_k'+kL_k=0$. Furthermore $L_k'=-\sum_{i<k}L_i^{(a)}$.

Matrix elements of $1/x$ follow from $L_k^{(a)}=\sum_{i\le k}L_i^{(a-1)}$. For $j\le k$,

$$\int_0^\infty x^{a-1}e^{-x}L_j^{(a)}L_k^{(a)}dx=\sum_{i\le j}\frac{(i+a-1)!}{i!}=\frac{g_j}a .$$

The last step uses $\sum_{i\le m}(i+s)!/i!=(m+s+1)!/[m!\,(s+1)]$, which follows by induction on $m$. The same rule gives $\sum_{i<j}g_i=j\,g_j/(a+1)$.

Let $h$ act on the function with the smaller index $j$. With normalized functions,

$$h_{jk}=\frac2{a\sqrt{g_jg_k}}\left[(j+l)g_j-\frac{j\,g_j}{a+1}\right]=\sqrt{\frac{g_j}{g_k}}\left[\frac l{l+1}+\frac{2j}{2l+3}\right],\qquad j\le k .$$

Diagonalizing $h$ in $N$ functions gives pseudostates: discrete levels $\varepsilon_i$ that represent bound states and continuum together. If $c_{0i}$ is the component of eigenvector $i$ on $\phi_0$, its strength is

$$S_i=\frac{\langle r^{2l}\rangle}{2l+1}\,c_{0i}^2 .$$

The static solution found above is $q$ times a linear polynomial, so two functions already reproduce the static polarizabilities.

Truncation has a definite sign. For each pair, $-C(l_1,l_2)$ is the minimum over $\chi$ of $\langle\chi|h_A+h_B|\chi\rangle+2\langle\chi|T_{l_1l_2}|00\rangle$, where $h_A+h_B$ is positive. Restricting $\chi$ to fewer functions can only raise this minimum. The computed coefficients thus approach their limits from below.

## Numbers

**One function.** Here $\varepsilon=h_{00}=l/(l+1)$ and $S=\langle r^{2l}\rangle/(2l+1)$. The pairs $(\varepsilon,S)$ are $(0.5,\,1)$, $(0.666667,\,4.5)$ and $(0.75,\,45)$ for $l=1,2,3$. Then

$$C_8\approx\frac{2\cdot15\cdot1\cdot4.5}{0.5+0.666667}=115.71,$$

$$C_{10}\approx\frac{2\cdot28\cdot1\cdot45}{0.5+0.75}+\frac{70\cdot4.5^2}{2\cdot0.666667}=2016.0+1063.1=3079.1 .$$

**Two functions.** Diagonalizing the $2\times2$ matrices gives

| $l$ | $\varepsilon_1$ | $S_1$ | $\varepsilon_2$ | $S_2$ |
|---|---|---|---|---|
| 1 | 0.400000 | 0.833333 | 1.000000 | 0.166667 |
| 2 | 0.519868 | 3.359693 | 1.099179 | 1.140307 |
| 3 | 0.587532 | 31.638115 | 1.134690 | 13.361885 |

For $C_8$, the four terms of the double sum are

$$\frac{0.833333\cdot3.359693}{0.919868}+\frac{0.833333\cdot1.140307}{1.499179}+\frac{0.166667\cdot3.359693}{1.519868}+\frac{0.166667\cdot1.140307}{2.099179}$$

$$=3.04364+0.63385+0.36842+0.09054=4.13645,$$

and $C_8\approx30\times4.13645=124.09$.

For $C_{10}$, the dipole–octupole sum, taken in the same order, is

$$26.6980+7.2555+3.3215+1.0432=38.3182 .$$

The quadrupole–quadrupole sum, with its two equal mixed terms combined, is

$$\frac{3.359693^2}{1.039736}+\frac{2\cdot3.359693\cdot1.140307}{1.619047}+\frac{1.140307^2}{2.198358}=10.8562+4.7325+0.5915=16.1802 .$$

Therefore $C_{10}\approx56\times38.3182+70\times16.1802=2145.8+1132.6=3278.4$.

**More functions.** The coefficients rise and settle:

| $N$ | $C_8$ | $C_{10}$ |
|---|---|---|
| 1 | 115.714 | 3079.13 |
| 2 | 124.093 | 3278.43 |
| 3 | 124.387 | 3285.50 |
| 5 | 124.399 | 3285.83 |
| 40 | 124.399 | 3285.83 |

The results are

$$C_8=124.40\ \text{hartree bohr}^8=20.815\ \text{eV Å}^8,$$

$$C_{10}=2150.6+1135.2=3285.8\ \text{hartree bohr}^{10}=153.96\ \text{eV Å}^{10}.$$

The second part of $C_{10}$ is the number that the tempting solution called $C_8$, about nine times the true $C_8$. The numerical check recomputes both coefficients from finite-difference polarizabilities and frequency quadrature, without the Laguerre functions, and agrees.

## Size of the terms and limits of the result

At $R=10$ bohr the attractive terms are 6.499, 1.244 and 0.329 microhartree for $C_6$, $C_8$ and $C_{10}$. The two corrections are 19% and 5% of the leading term. Their ratios to it scale as $R^{-2}$ and $R^{-4}$, so the leading term dominates at large separation and the corrections matter increasingly as the atoms approach.

These figures are terms of a long-range expansion, not the full interaction energy at 10 bohr. The expansion of $V$ assumed that $r_1$, $r_2$ and $|\mathbf r_1-\mathbf r_2|$ are all smaller than $R$, while the electron densities have exponential tails beyond any $R$. Where the tails overlap, the multipole form fails and exchange separates the singlet from the triplet energy. At 10 bohr this already matters: the singlet lies about 0.53 microhartree below the mean of the two states and the triplet as far above it, more than the $C_{10}$ term. The second-order $R^{-12}$ term adds a further 0.12 microhartree of attraction there. At 12 bohr the exchange shift has fallen to about 0.015 microhartree, against 0.053 for the $C_{10}$ term. At the opposite extreme, retardation weakens the dipole–dipole attraction. It changes the $C_6$ term strongly only when light needs a time comparable with the inverse excitation frequencies to cross the gap, at a few hundred bohr (a 13% reduction at 300 bohr). The small retardation correction falls off more slowly than the multipole corrections, however, and equals the $C_{10}$ term near 23 bohr and the $C_8$ term near 50 bohr. Beyond those distances these terms are no longer the leading corrections to $-C_6/R^6$.

## Numbers as computed

```
All values in atomic units unless a unit is given
Weights W(1,1), W(1,2), W(1,3), W(2,2): 6 15 28 70
Third-order energy starts at inverse power of R: 11
l=1: <r^2> = 3.0000, <r^3> = 7.5000, static alpha = 4.5000
l=1: static alpha from radial grid = 4.5000
l=2: <r^4> = 22.5000, <r^5> = 78.7500, static alpha = 15.0000
l=2: static alpha from radial grid = 15.0000
l=3: <r^6> = 315.0000, <r^7> = 1417.5000, static alpha = 131.2500
l=3: static alpha from radial grid = 131.2500
Dynamic polarizabilities alpha_1, alpha_2, alpha_3 at i*w:
  w = 0.0: 4.50000, 15.00000, 131.25000
  w = 0.5: 1.90539, 8.46980, 82.41280
  w = 1.0: 0.74244, 3.89730, 41.00638
  w = 2.0: 0.22447, 1.29025, 14.22349
One function: excitation energy and strength
  l=1: eps = 0.500000, S = 1.000000
  l=2: eps = 0.666667, S = 4.500000
  l=3: eps = 0.750000, S = 45.000000
Two functions: matrix h, then energies and strengths
  l=1: h00 = 0.500000, h01 = 0.223607, h11 = 0.900000
       eps = 0.400000, S = 0.833333
       eps = 1.000000, S = 0.166667
  l=2: h00 = 0.666667, h01 = 0.251976, h11 = 0.952381
       eps = 0.519868, S = 3.359693
       eps = 1.099179, S = 1.140307
  l=3: h00 = 0.750000, h01 = 0.250000, h11 = 0.972222
       eps = 0.587532, S = 31.638115
       eps = 1.134690, S = 13.361885
Convergence with N functions: C6, C8, C10
  N =  1: 6.00000, 115.7143, 3079.125
  N =  2: 6.48214, 124.0932, 3278.429
  N =  3: 6.49844, 124.3866, 3285.499
  N =  5: 6.49903, 124.3990, 3285.827
  N = 10: 6.49903, 124.3991, 3285.828
  N = 40: 6.49903, 124.3991, 3285.828
Radial grid + frequency quadrature: 6.49903, 124.3991, 3285.828
C10 dipole-octupole part (both orders) = 2150.614
C10 quadrupole-quadrupole part = 1135.214
At R = 10 bohr, sizes of the attractive terms in microhartree:
  C6 term 6.499, C8 term 1.244, C10 term 0.329
  C8/C6 term ratio 0.1914, C10/C6 term ratio 0.0506
C8 = 124.40 hartree bohr^8 = 20.815 eV angstrom^8
C10 = 3285.8 hartree bohr^10 = 153.96 eV angstrom^10
```
